# Acid-count noise from Poisson photon absorption and Poisson acid yield

## Problem

A photoresist film is exposed to extreme-ultraviolet light. In a fixed volume of the film the number $N$ of absorbed photons is a Poisson variable with mean $n>0$. Photon $i$ releases $K_i$ acid molecules. The $K_i$ are Poisson variables with mean $\mu$, independent of each other and of $N$. Every acid is counted in the volume where its photon was absorbed, so the acid count is

$$A=\sum_{i=1}^{N}K_i ,\qquad A=0\ \text{if}\ N=0 .$$

The relative variance of a count $X$ is its variance divided by its squared mean, $R(X)=\mathrm{Var}\,X/(\mathrm E[X])^2$.

**(a)** Show that $R(A)=1.5\,R(N)$ when $\mu=2$, and find the ratio for general $\mu$.

**(b)** Find the ratio when, with $\mu=2$ kept, one assumption at a time is changed: each photon releases exactly two acids; $N$ is binomial with success probability $p$; all photons in the volume share one random yield $K$.

**(c)** Take a wavelength of 13.5 nm, a local dose of 10 mJ/cm² at a line edge, an absorption coefficient of 0.005 nm⁻¹, a film 30 nm thick and a counting area of 10 nm × 10 nm. Find the photon and acid noise. If the mean acid density varies across the edge as $e^{Sx}$ with $S=0.15$ nm⁻¹, estimate the resulting noise in edge position.

**(d)** Acids are displaced sideways from the absorption point by independent Gaussian steps of standard deviation $\sigma=2$ nm along each axis. How does the ratio change?

**(e)** The volume holds $G=600$ acid generators, each able to give one acid. Estimate the effect of their depletion and of random variation in their number.

## Solution

### (a) The variance ratio

The moments of one yield come first. With $P(K=k)=e^{-\mu}\mu^k/k!$,

$$\mathrm E[K]=e^{-\mu}\sum_{k\ge1}\frac{\mu^k}{(k-1)!}=\mu,\qquad
\mathrm E[K(K-1)]=e^{-\mu}\sum_{k\ge2}\frac{\mu^k}{(k-2)!}=\mu^2 ,$$

because each sum is a power of $\mu$ times the series of $e^{\mu}$. Hence $\mathrm E[K^2]=\mu+\mu^2$ and $\mathrm{Var}\,K=\mu$. In the same way $\mathrm E[N]=\mathrm{Var}\,N=n$, so $R(N)=1/n$.

Now hold $N$ fixed. The mean acid count is $\mathrm E[A|N]=\mu N$. The square of the sum contains $N$ terms $K_i^2$ and $N(N-1)$ terms $K_iK_j$ with $i\ne j$. Independence gives $\mathrm E[K_iK_j]=\mu^2$, so

$$\mathrm E[A^2|N]=N\,\mathrm E[K^2]+N(N-1)\mu^2=N\,\mathrm{Var}\,K+\mu^2N^2 .$$

Averaging over $N$ and subtracting $(\mathrm E[A])^2=\mu^2(\mathrm E[N])^2$,

$$\mathrm{Var}\,A=\mathrm E[N]\,\mathrm{Var}\,K+\mu^2\,\mathrm{Var}\,N .$$

The first term is noise in the yield. The second is photon noise, passed on with the gain $\mu$. Division by $\mu^2(\mathrm E[N])^2$ gives

$$R(A)=R(N)+\frac{R(K)}{\mathrm E[N]} . \tag{1}$$

Equation (1) has not yet used the Poisson form of either distribution. Inserting $R(N)=1/n$ and $R(K)=\mu/\mu^2=1/\mu$,

$$R(A)=\frac1n\left(1+\frac1\mu\right),\qquad \frac{R(A)}{R(N)}=1+\frac1\mu . \tag{2}$$

For $\mu=2$ the mean is $2n$, the variance is $n(2+4)=6n$, and $R(A)=6n/(4n^2)=1.5/n$. The ratio is 1.5 for every $n>0$. The relative standard deviation is larger by the factor $\sqrt{1.5}\approx1.22$.

Two limits show what the terms mean. For $\mu\to\infty$ the ratio tends to 1: the yield per photon becomes relatively sharp and photon noise is all that remains. For $\mu\ll1$ it tends to $1/\mu$, so $R(A)\to1/(\mu n)$, the relative variance of a Poisson count with mean $\mu n$. Few photons then release more than one acid, and the acids are nearly independent events. At $\mu=2$ they are not. A Poisson acid count with the same mean $2n$ would have relative variance $0.5/n$, three times smaller than the true value, because acids from one photon appear together.

### (b) What the assumptions contribute

**Fixed yield.** If every photon releases two acids, $R(K)=0$ and (1) gives a ratio of 1. The extra half in part (a) therefore comes from the spread of the yield. Part of that spread is that a fraction $e^{-2}\approx0.135$ of absorbed photons release no acid.

**Binomial photon number.** For $M$ trials with success probability $p<1$, the mean is $n=Mp$ and the variance is $n(1-p)$, so $R(N)=(1-p)/n$. The yield term in (1) is still $0.5/n$. Therefore

$$\frac{R(A)}{R(N)}=1+\frac{0.5}{1-p},$$

which is 1.83 at $p=0.4$. The added acid noise is the same as before at equal $n$, but it is compared with a quieter photon count.

**Shared yield.** If all photons in the volume have the same random $K$, then $A=NK$. Since $N$ and $K$ are independent,

$$R(A)=\frac{\mathrm E[N^2]\,\mathrm E[K^2]}{n^2\mu^2}-1
=\left(1+\frac1n\right)\left(1+\frac1\mu\right)-1
=\frac1\mu+\frac1n\left(1+\frac1\mu\right).$$

Multiplying by $n$ gives the ratio $1+1/\mu+n/\mu$, or $1.5+n/2$ for $\mu=2$. At $n=3$ it is already 3.0. A common fluctuation does not average out as photons are added, whereas independent yield fluctuations do.

### (c) Numbers for a resist edge

The absorbed count must first be shown to be Poisson. Let the incident count be Poisson with mean $m$, and let each photon be absorbed independently with probability $f$. The probability of $k$ absorptions is

$$\sum_{M\ge k}\frac{e^{-m}m^M}{M!}\frac{M!}{k!(M-k)!}f^k(1-f)^{M-k}
=\frac{e^{-m}(mf)^k}{k!}\sum_{j\ge0}\frac{[m(1-f)]^j}{j!}
=\frac{e^{-mf}(mf)^k}{k!},$$

with $j=M-k$. This is a Poisson law with mean $n=mf$.

The photon energy is $\hbar\omega=91.84$ eV. Since 1 cm² is $10^{14}$ nm², the dose is $1.0\times10^{-16}$ J/nm², and

$$\frac{1.0\times10^{-16}\ \text{J/nm}^2}{91.84\times1.602\times10^{-19}\ \text{J}}\approx6.80\ \text{photons/nm}^2 .$$

Thus 680 photons fall on the 100 nm² area. The film absorbs the fraction $f=1-e^{-0.005\times30}=0.139$, which leaves $n=94.7$ absorbed photons. The acid mean is $2n\approx189$ and the variance is $6n\approx568$. Then

$$\sqrt{R(N)}=\frac1{\sqrt{94.7}}=10.3\%,\qquad
\sqrt{R(A)}=\sqrt{\frac{1.5}{94.7}}=12.6\% .$$

For the edge, let the development threshold equal the mean acid count $\bar A$ at $x=0$. Suppose that a fluctuation multiplies the local profile by $A/\bar A$. The threshold is then reached where $(A/\bar A)e^{Sx}=1$, so

$$x=-\frac1S\ln\frac{A}{\bar A}\approx-\frac{A-\bar A}{S\bar A},\qquad
\sigma_x\approx\frac{\sqrt{R(A)}}{S}=\frac{0.1259}{0.15\ \text{nm}^{-1}}=0.84\ \text{nm}.$$

Photon noise alone would give 0.69 nm. Keeping the full logarithm changes 0.84 nm to 0.85 nm, so the linear step is adequate here. This is the position noise assigned to one counting volume. It is not a prediction of measured line roughness, which also depends on correlations along the line, on quencher, on the bake and on development.

The dose also varies across the counting area. Relative to its value at the centre, the average of $e^{Sx}$ over a width $L=10$ nm is

$$\frac1L\int_{-L/2}^{L/2}e^{Sx}\,dx=\frac{\sinh(SL/2)}{SL/2}=1.096 .$$

If 10 mJ/cm² is the dose at the centre, the mean counts are about 10% higher than those above, and the relative noise is about 4.5% lower. The ratio 1.5 is unaffected, because a sum of independent Poisson counts from unequally exposed parts is again Poisson.

### (d) Acids that leave the counting volume

Let photons be absorbed uniformly with areal density $\rho$, also outside the counting square, so that $n=\rho L^2$. An acid from a photon at $(x,y)$ lands in the square with probability $P=p(x)p(y)$, where

$$p(x)=\int_{-L/2}^{L/2}g_\sigma(u-x)\,du$$

and $g_\sigma$ is the normalized Gaussian of standard deviation $\sigma$. By the thinning result of part (c), the acids that this photon sends into the square are Poisson with mean $\mu P$. Their mean square is $\mu P+\mu^2P^2$.

Divide the plane into small cells. Each cell holds an independent Poisson number of photons with mean $\rho\,dx\,dy$. For such a number, part (a) gives a variance equal to the mean photon number times the mean square yield. Summing over cells,

$$\mathrm E[A]=\rho\mu\int P\,dx\,dy=\mu n,\qquad
\mathrm{Var}\,A=\rho\int(\mu P+\mu^2P^2)\,dx\,dy .$$

The first integral uses $\int p\,dx=L$, which follows by integrating over $x$ before $u$: on average as many acids enter the square as leave it. Define $Q=L^{-1}\int p^2\,dx$. Then $\int P^2dx\,dy=L^2Q^2$, and

$$\frac{R(A)}{R(N)}=\frac1\mu+Q^2 . \tag{3}$$

To evaluate $Q$, write $p^2$ as a double integral over landing points $u$ and $v$ and integrate over $x$ first. The convolution of two Gaussians of variance $\sigma^2$ is a Gaussian of variance $2\sigma^2$ in $d=u-v$. Points separated by $|d|$ fit into the interval over a length $L-|d|$. Thus

$$Q=\frac2L\int_0^L(L-d)\,\frac{e^{-d^2/4\sigma^2}}{2\sigma\sqrt\pi}\,dd
=\mathrm{erf}(q)-\frac{1-e^{-q^2}}{q\sqrt\pi},\qquad q=\frac{L}{2\sigma}.$$

Here $q=2.5$ and $Q=0.774$, so the ratio is $0.5+0.774^2=1.10$. A direct simulation of 40,000 exposures, with 0.1 absorbed photons per nm² and the same $L$, $\sigma$ and $\mu$, gave 1.09. The difference is about 1%, comparable with the sampling error.

For $\sigma\to0$, $Q\to1$ and (2) returns. For $\sigma\gg L$, $Q\to0$ and the ratio tends to $1/\mu=0.5$: acids of one photon are then unlikely to be counted together, and the count has the relative variance of a Poisson count with mean $\mu n$. This lower noise is not by itself a sharper edge. Blur also makes neighbouring volumes share photons, and it multiplies an image component of wavenumber $k$ by $e^{-k^2\sigma^2/2}$, which weakens a periodic image. The pure exponential $e^{Sx}$ of part (c) does not show this loss: blur only multiplies it by a constant and leaves $S$ unchanged. The loss of slope depends on the shape of the real image, which that local profile leaves out.

### (e) A finite number of generators

The 189 acids of part (c) would use almost a third of the 600 generators, so depletion cannot be ignored. Suppose that each of the $A$ release attempts picks one of the $G$ generators at random, and that picking a used one gives no new acid. This leaves out the stronger local competition in a real film, where the electrons from one photon reach only nearby generators. For fixed $A$, a given generator remains unused with probability $(1-1/G)^A$, and two given generators both remain unused with probability $(1-2/G)^A$.

These must be averaged over $A$. One Poisson yield has $\mathrm E[s^K]=e^{\mu(s-1)}$. For $N$ photons this is raised to the power $N$, and averaging over the Poisson number $N$ gives

$$M(s)=\mathrm E[s^A]=\exp\!\left[n\left(e^{\mu(s-1)}-1\right)\right].$$

Let $U$ be the number of unused generators and $X=G-U$ the number of acids formed. Summing over generators and over ordered pairs,

$$\mathrm E[U]=G\,M(1-1/G),\qquad \mathrm E[U(U-1)]=G(G-1)\,M(1-2/G),$$

$$\mathrm{Var}\,X=\mathrm{Var}\,U=\mathrm E[U(U-1)]+\mathrm E[U]-(\mathrm E[U])^2 .$$

For the example $\mathrm E[X]=162$, so 27% of the generators are used, and $R(X)/R(N)=1.15$.

The smaller ratio does not mean that the resist measures dose better. With $h=n(1-e^{-\mu/G})$ the mean is $\mathrm E[X]=G(1-e^{-h})$. Since $h\propto n$, the logarithmic response to dose is

$$r=\frac{d\ln\mathrm E[X]}{d\ln n}=\frac{h\,e^{-h}}{1-e^{-h}}=\frac{h}{e^h-1}=0.851 .$$

A relative acid error corresponds to a relative dose error larger by $1/r$. Referred to dose, the ratio is $1.149/0.851^2\approx1.59$, slightly above 1.5. If the whole volume is taken at the centre dose, depletion therefore raises the edge noise by about 3%, since $\sqrt{1.59/1.5}\approx1.03$. With the dose gradient of part (c) and generators depleted locally, the brighter side saturates more, $r$ falls to about 0.82, and the increase is 4 to 5%.

The generator number may itself vary. As a separate estimate, without depletion, let it be Poisson with mean $G$, and let the mean yield $m$ in the volume be proportional to it, with average $\mu$. Then $\mathrm{Var}\,m=\mu^2/G$ and $\mathrm E[m^2]=\mu^2(1+1/G)$. At fixed $m$ the acid mean is $nm$ and the variance is $n(m+m^2)$, so

$$\mathrm{Var}\,A=n\left[\mu+\mu^2\left(1+\frac1G\right)\right]+\frac{n^2\mu^2}{G},\qquad
\frac{R(A)}{R(N)}=1+\frac1\mu+\frac{n+1}{G}=1.66 .$$

This is a milder form of the shared yield in part (b): all photons in the volume meet the same local excess or shortage of generators.

### The model beside a real resist

The parameters are rough values for a chemically amplified resist at 13.5 nm, not data for a particular product. The 10 mJ/cm² is the local dose at the edge, which is lower than the dose in a fully exposed area. Of the three effects estimated in parts (d) and (e), lateral blur changes the acid-count ratio most for these parameters, from 1.50 to 1.10 under the uniform exposure assumed in part (d). If the photon density in the integrals of part (d) is weighted by $e^{Sx}$, to include the dose gradient of part (c), the blurred ratio is about 1.02. Depletion lowers it to 1.15, and generator variation raises it to 1.66. These are separate estimates. Their changes should not simply be added, since blur and depletion interact. The Poisson yield also permits more acids than one photon can pay for. At an assumed cost of 10 eV per acid the limit is nine, and moving all larger yields to nine changes the ratio by only about 0.0002. The true shape of the yield distribution matters more: for a Poisson photon number and independent yields, counted without blur or depletion, the ratio is $1+R(K)$, and 1.5 holds if $R(K)=0.5$. The numerical output gives most of these values to more digits.

## Calculated quantities

```
wavelength: 13.5 nm
edge dose: 10.0 mJ/cm2
absorption coefficient: 0.0050 1/nm
film thickness: 30.0 nm
counting side: 10.0 nm
mean acids per photon: 2.0
photon energy: 91.84 eV
incident photons per area: 6.796 1/nm2
incident photons on area: 679.6
absorbed fraction: 0.1393
mean absorbed photons: 94.66
mean acids: 189.33
acid variance: 567.98
photon relative variance: 0.010564
acid relative variance: 0.015846
relative variance ratio: 1.500000
photon relative std: 10.28 %
acid relative std: 12.59 %
relative std ratio: 1.2247
zero-acid photon probability: 0.1353
ratio, fixed yield two: 1.0000
binomial success probability: 0.40
ratio, binomial photons: 1.8333
ratio, shared yield at n=3: 3.0000
log slope at edge: 0.150 1/nm
edge std, photon noise only: 0.685 nm
edge std, acid noise: 0.839 nm
edge std, full logarithm: 0.848 nm
mean-count factor from dose profile: 1.0964
blur std per axis: 2.0 nm
one-axis pair probability Q: 0.7744
ratio with blur: 1.0996
ratio with blur, simulated: 1.087
generator density: 0.20 1/nm3
generators in volume: 600
mean acids with depletion: 162.14
used generator fraction: 0.2702
ratio with depletion: 1.1490
logarithmic dose response: 0.8507
dose-referred ratio, depletion: 1.5876
ratio, random generator number: 1.6594
assumed energy per acid: 10.0 eV
yield cap: 9 acids per photon
ratio with capped yield: 1.499811
```
